# Interstitial Supersaturation for Growth of a Silicon Stacking Fault

## Problem

During oxidation, silicon self-interstitials can enter the crystal from the silicon-oxide interface. Some collect at the edge of an extrinsic stacking fault, which lies on a {111} plane and is bounded by a Frank partial dislocation.

Let $C_I$ be the interstitial concentration beside the fault edge, and $C_I^*$ the concentration in equilibrium with unfaulted, stress-free silicon at the same temperature. Find the ratio $S=C_I/C_I^*$ above which a large fault grows at 1100 °C. The fault energy is $\gamma=0.07\ \mathrm{J/m^2}$, taken as a free energy per area at that temperature. Use the room-temperature cubic lattice parameter $a=0.5431$ nm, and neglect the line tension of the bounding dislocation.

## Hints

1. Silicon has two atoms per primitive cell. Decide whether the fault contains one extra atomic plane or two before counting atoms.
2. Convert the fault energy per area into a cost per added atom.
3. Find the free energy released when one interstitial leaves a dilute population. Measuring it against equilibrium with unfaulted crystal removes the unknown formation energy.
4. At the threshold, this release just pays for the new fault area.
5. The answer is a ratio of concentrations. The absolute value of $C_I^*$ is not needed.

## Solution

### The inserted layer

Viewed along a $\langle111\rangle$ direction, silicon consists of atomic planes separated alternately by a wide and a narrow gap. Across a wide gap each atom has one bond, directed along the normal. Across a narrow gap it has three, so each atom has four neighbours.

One extra atomic plane would break this alternation. Placed in a narrow gap, it would make two successive gaps of the same kind, and the atoms between them would have two or six neighbours instead of four. Placed in a wide gap, it also leaves atoms with the wrong number of neighbours. The extra layer must therefore contain two planes.

Take the two atoms joined across a wide gap as a vertical pair, and label its lateral position A, B or C. Perfect silicon has the sequence ABCABC. Adjacent pairs must carry different letters: equal letters would put atoms directly above one another across the narrow gap, at a distance of only $\sqrt3a/12$. For different letters, the lateral separation is $a/\sqrt6$, and the interatomic distance $d$ obeys

$$
d^2=\frac{a^2}{6}+\left(\frac{\sqrt3a}{12}\right)^2
=\frac{8a^2}{48}+\frac{a^2}{48}=\frac{3a^2}{16}.
$$

Thus $d=\sqrt3a/4$, the normal bond length. A layer inserted between C and A can therefore only be B, which gives

$$
\mathrm{ABC\,B\,ABC}.
$$

This is the extrinsic fault. In this ideal geometry its nearest-neighbour bonds are intact, and the altered stacking first appears among more distant neighbours.

The lateral lattice has primitive vectors of length $a/\sqrt2$ at $60^\circ$. Its cell area is

$$
A_0=\left(\frac{a}{\sqrt2}\right)^2\sin60^\circ
=\frac{\sqrt3a^2}{4}.
$$

Each cell of the inserted layer holds two atoms. The number of added atoms per fault area is therefore

$$
n=\frac{2}{A_0}=\frac{8}{\sqrt3a^2}.
$$

The volume per atom is $\Omega=a^3/8$, because the cubic cell contains eight atoms. The inserted layer opens the crystal by

$$
b=n\Omega=\frac{8}{\sqrt3a^2}\frac{a^3}{8}=\frac{a}{\sqrt3},
$$

which is the length of the Frank partial's Burgers vector.

### Cost of adding one atom

One added atom enlarges the fault by the area $1/n$. With line tension neglected, the cost is

$$
\varepsilon=\frac{\gamma}{n}.
$$

It does not depend on the size or outline of the fault.

### Free energy of an interstitial

Let $N_I$ interstitials occupy $N$ equivalent sites without interacting. Let $g_f$ be the free energy of forming one interstitial from an atom of unfaulted crystal, excluding the entropy of choosing its site. The free energy is

$$
F=N_Ig_f-kT\ln\frac{N!}{N_I!(N-N_I)!}.
$$

For large numbers, Stirling's formula $\ln M!\simeq M\ln M-M$ gives $d\ln M!/dM\simeq\ln M$. Differentiation then yields

$$
\frac{dF}{dN_I}=g_f+kT\ln\frac{N_I}{N-N_I}
\simeq g_f+kT\ln\frac{N_I}{N}.
$$

The last step assumes a dilute population, $N_I\ll N$. An ideal sink, such as a kink site on a surface step, accepts an atom as ordinary crystal at no further cost. In equilibrium with it, $dF/dN_I=0$, so

$$
0=g_f+kT\ln\frac{N_I^*}{N}.
$$

Subtracting this equation from the previous one removes $g_f$ and $N$:

$$
\frac{dF}{dN_I}=kT\ln\frac{N_I}{N_I^*}=kT\ln S.
$$

This is the free energy released when one interstitial becomes an atom of unfaulted crystal.

### The growth condition

When the interstitial joins the fault instead, the release is reduced by the cost of the new fault area. The total change is

$$
\Delta F=\varepsilon-kT\ln S.
$$

Growth requires $\Delta F<0$, hence $\ln S>\varepsilon/kT$. The threshold ratio $s$ is

$$
\boxed{s=\exp\left(\frac{\gamma}{nkT}\right)
=\exp\left(\frac{\sqrt3a^2\gamma}{8kT}\right)}.
$$

For $S>s$ the fault grows by absorbing interstitials. For $S<s$ it shrinks by emitting them. In the interval $1<S<s$ the crystal is supersaturated, yet the fault still shrinks, because the supersaturation does not pay for its area.

### Numbers

The lattice parameter gives

$$
n=\frac{8}{\sqrt3(0.5431\ \mathrm{nm})^2}=15.66\ \mathrm{nm^{-2}}.
$$

The cost per atom, with $1\ \mathrm{eV}=1.602\times10^{-19}$ J, is

$$
\varepsilon=\frac{0.070\ \mathrm{J/m^2}}{15.66\ \mathrm{nm^{-2}}}
=0.0279\ \mathrm{eV}.
$$

At 1373.15 K the thermal energy is $kT=0.1183$ eV. Therefore

$$
\frac{\varepsilon}{kT}=\frac{0.0279}{0.1183}=0.236,
\qquad s=e^{0.236}=1.27.
$$

**The interstitial concentration must exceed its equilibrium value by about 27 percent.**

Counting one atomic plane instead of two would halve $n$ and double the exponent. The ratio would become $s^2=1.60$, so the factor of two in the geometry matters.

### Limits and sensitivity

For $\varepsilon\ll kT$, expansion of the exponential gives $s-1\simeq\gamma/(nkT)$. Here that estimate is 24 percent, slightly below the full result. As $\gamma$ tends to zero, $s$ tends to one, and any supersaturation suffices.

At fixed temperature, changing $\gamma$ to 0.06 or 0.08 J/m² changes $s$ to 1.22 or 1.31. With $\gamma$ held at 0.07 J/m², the threshold is 1.29 at 1000 °C and 1.25 at 1200 °C. It falls on heating because the same cost is divided by a larger $kT$. A temperature dependence of $\gamma$ would alter this comparison.

The result is a thermodynamic threshold and gives no growth rate. A rate also requires the transport of interstitials to the edge and their attachment there.

### Comparison with oxidized silicon

Oxidation of silicon at 1100 °C is a real processing condition, and a fault energy of several hundredths of a joule per square metre is a reasonable rough scale. The model idealizes the crystal in several ways. With a rough linear expansion coefficient of $4\times10^{-6}\ \mathrm{K^{-1}}$ from 20 °C upward, the larger hot lattice raises $s$ by only about 0.003. Stress can matter more. A tensile stress $\sigma$ normal to the fault does work $\sigma b$ per area as the crystal opens, so $\gamma$ is replaced by $\gamma-\sigma b$. For an illustrative 10 MPa, $\sigma b=0.0031\ \mathrm{J/m^2}$, and $s$ becomes 1.25 under tension or 1.28 under compression. This estimate keeps the stress-free $C_I^*$ as reference and omits any effect of stress on the interstitials themselves. Finite fault size and vacancies can shift the threshold further, as the two variations show.

## Variation 1: a fault of finite size

**Question.** How large must the fault be for line tension to be negligible?

Consider a circular fault of radius $r$ inside an isotropic elastic crystal with shear modulus $G$ and Poisson ratio $\nu$. The starting point is the standard elastic line integral for dislocation energy. For a Burgers vector normal to the loop plane, the surviving term gives

$$
W=\frac{K}{2}\oint\!\!\oint
\left[\frac{\mathbf n_1\cdot\mathbf n_2}{R}
-\frac{(\mathbf n_1\cdot\mathbf R)(\mathbf n_2\cdot\mathbf R)}{R^3}\right]dl_1dl_2,
$$

$$
K=\frac{Gb^2}{4\pi(1-\nu)}.
$$

Here $\mathbf n_1,\mathbf n_2$ are outward radial unit vectors at two points of the loop, and $\mathbf R=r(\mathbf n_2-\mathbf n_1)$ joins the points. The factor $1/2$ prevents double counting. Arcs shorter than a core cutoff $\rho$ are excluded, since linear elasticity fails there.

For an angle $\theta$ between the points,

$$
R^2=2r^2(1-\cos\theta),\qquad
\mathbf n_2\cdot\mathbf R=-\mathbf n_1\cdot\mathbf R=r(1-\cos\theta).
$$

The bracket becomes

$$
\frac1R\left[\cos\theta+\frac{1-\cos\theta}{2}\right]
=\frac{1+\cos\theta}{2R}
=\frac{\cos^2(\theta/2)}{2r\sin(\theta/2)}.
$$

One line integral contributes $2\pi r$, and the other has $dl=r\,d\theta$. With $u=\theta/2$ and $\cos^2u=1-\sin^2u$,

$$
W=\pi rK\int_{\rho/2r}^{\pi-\rho/2r}
\left(\frac1{\sin u}-\sin u\right)du.
$$

An antiderivative of $1/\sin u$ is $\ln\tan(u/2)$. For $\rho\ll r$ the integral is therefore $2\ln(4r/\rho)-2$, and

$$
W=2\pi rK\left[\ln\frac{4r}{\rho}-1\right].
$$

The total free energy change on forming the loop at fixed $S$ is

$$
\Phi(r)=\pi r^2(\gamma-nkT\ln S)+W(r).
$$

Differentiating the logarithm adds $+1$, which cancels the $-1$:

$$
\frac{dW}{dr}=2\pi K\ln\frac{4r}{\rho}.
$$

Growth requires $d\Phi/dr<0$. Division by $2\pi r$ gives

$$
nkT\ln S>\gamma+\frac{K}{r}\ln\frac{4r}{\rho}.
$$

Line tension thus acts as an addition to $\gamma$. Take the rough values $G=60$ GPa and $\nu=0.22$, with $b=0.3136$ nm and the chosen cutoff $\rho=b/4=0.078$ nm. Then $K=0.60$ nJ/m, and:

- At $r=0.1\ \mathrm{\mu m}$, the addition is 0.051 J/m² and the threshold is 1.51.
- At $r=1\ \mathrm{\mu m}$, the addition is 0.0065 J/m² and the threshold is 1.29.
- At $r=10\ \mathrm{\mu m}$, the addition is 0.0008 J/m² and the threshold is 1.27.

The value at 0.1 μm depends on the inputs: it becomes 1.53 for $\rho=b/8$ and 1.48 for $\rho=b/2$, and about 1.54 with the anisotropic room-temperature elastic constants, for which $K\approx0.69$ nJ/m. The same changes of cutoff move the 1 μm value by only about 0.002. For these parameters, a radius of 10 micrometres is large in the sense of the problem: the addition is about 1 percent of $\gamma$. A fault meeting the surface is a partial loop with different elastic boundary conditions, so for it these values indicate only the size of the effect.

All thresholds assume that the fault survives. Adding an in-plane Burgers component of length $a/\sqrt6$ turns the Frank partial into a perfect dislocation and removes the fault. With the same elastic constants, the perfect loop has the lower energy above a radius of about 44 nm for $\rho=b/4$, or 30 nm for $\rho=b$. The faults listed above are therefore metastable. Once a loop unfaults, the term $\gamma$ disappears and the threshold $s$ no longer applies.

## Variation 2: vacancies also reach the fault

**Question.** Does the threshold change when the fault can absorb vacancies?

Let $C_V$ be the vacancy concentration and $C_V^*$ its equilibrium value against unfaulted crystal. Absorbing a vacancy removes one atom from the inserted layer and recovers $\varepsilon$. The counting argument used for interstitials applies to vacancies too, so the free energy change is

$$
\Delta F_V=-kT\ln\frac{C_V}{C_V^*}-\varepsilon.
$$

Setting it to zero gives $C_V/C_V^*=e^{-\varepsilon/kT}=1/s=0.79$ at the edge.

Now suppose that diffusion limits growth and that the edge keeps both species at their local equilibrium values, $sC_I^*$ and $C_V^*/s$. In this variation, $S$ and $S_V=C_V/C_V^*$ denote the ratios away from the edge. Assume steady diffusion with the same geometry for both species. Recombination on the way removes interstitials and vacancies in pairs. It therefore cancels in the difference $D_IC_I-D_VC_V$ and does not change the net flux for given $S$ and $S_V$. With diffusion coefficients $D_I$ and $D_V$, the net growth rate is proportional to

$$
J=(S-s)-R_V\left(S_V-\frac1s\right),
\qquad
R_V=\frac{D_VC_V^*}{D_IC_I^*}.
$$

The minus sign appears because absorbed vacancies shrink the fault.

If interstitials and vacancies are in mutual equilibrium away from the fault, $C_IC_V=C_I^*C_V^*$ and $S_V=1/S$. Since $1/S-1/s=(s-S)/(Ss)$,

$$
J=(S-s)\left(1+\frac{R_V}{Ss}\right).
$$

The second factor is positive, so the threshold remains $S=s$ for any $R_V$.

If vacancies instead remain at their equilibrium concentration, $S_V=1$. Setting $J=0$ gives

$$
S=s+R_V\left(1-\frac1s\right).
$$

For the illustrative value $R_V=1$,

$$
S=1.266+1-0.790=1.476.
$$

The required excess rises from 27 to 48 percent. The shift is proportional to $R_V$, and $R_V=1$ is not a measured value. Published self-diffusion fits scatter, but suggest roughly 0.1 to 0.3 at 1100 °C, which would give $S$ between 1.29 and 1.33. Vacancies now flow to the fault and remove atoms, so additional interstitials are needed to balance them. The 27 percent result therefore applies when vacancy absorption is negligible or when the two defect populations are in mutual equilibrium.

Numerical values quoted here were computed with a short program.
